# Emissivity of an Isothermal Semitransparent Wafer with Incoherent Internal Reflections, part 1

(Sections cited here and not found follow in the second part.)

## 1. From emission inside the wafer to the emissivity of a face

A silicon wafer is being heated on a susceptor before epitaxy, and an infrared pyrometer looks at its front face. At the pyrometer's wavelength the wafer may still be partly transparent. The light that leaves the front then comes from the whole thickness of the wafer, and some of it has been reflected between the two faces several times before it escapes. To turn the measured radiance into a temperature, the pyrometer needs an emissivity, and the opaque value, one minus the surface reflectance, is too large. This appendix derives the value that replaces it,

$$\varepsilon=\frac{(1-R)(1-t)}{1-Rt}. \tag{1}$$

Here $R$ is the power reflectance of a single surface and $t$ is the fraction of power that survives one internal pass from face to face.

### 1.1 Model and conventions

The wafer is a flat slab of thickness $d$ with parallel, smooth, bare faces and a uniform temperature $T$. Its refractive index is $n$, its absorption coefficient is $\alpha$, and the medium on both sides is transparent with index 1. The coefficient $\alpha$ is the net one, absorption minus stimulated emission, as a transmission measurement gives it.

All quantities refer to one wavelength, one direction and one linear polarization, either s or p. A ray that makes the angle $\theta_o$ with the normal outside makes the angle $\theta_i$ inside, with $\sin\theta_o=n\sin\theta_i$. One pass has the geometrical length $d/\cos\theta_i$, so

$$t=e^{-x},\qquad x=\frac{\alpha d}{\cos\theta_i}. \tag{2}$$

Absorption is weak on the scale of a wavelength: the extinction index $\kappa=\alpha\lambda/4\pi$ is much smaller than $n$. The surface reflectance can then be computed from the real index,

$$R_s=\left(\frac{\cos\theta_o-n\cos\theta_i}{\cos\theta_o+n\cos\theta_i}\right)^2,\qquad
R_p=\left(\frac{n\cos\theta_o-\cos\theta_i}{n\cos\theta_o+\cos\theta_i}\right)^2. \tag{3}$$

A ray that strikes the surface from inside at $\theta_i$ has the same reflectance as one that strikes it from outside at the matching $\theta_o$, because exchanging the two media changes the sign of the reflected amplitude and not its size. At normal incidence both expressions reduce to $R=[(n-1)/(n+1)]^2$.

The symbol $B(T)$ stands for the blackbody radiance in vacuum in the chosen polarization, which is half the unpolarized Planck radiance. The emissivity $\varepsilon$ is the radiance that the wafer itself sends out, divided by $B(T)$. Light from a heater that passes through the wafer, and light from the chamber that is reflected by it, are not part of $\varepsilon$.

### 1.2 Radiance at the surface and the factor $n^2$

Refraction changes the solid angle of a bundle of rays, and this has to be followed before emission can be counted. Differentiating Snell's law gives $\cos\theta_o\,d\theta_o=n\cos\theta_i\,d\theta_i$. Multiplying the left side by $\sin\theta_o$ and the right side by the equal quantity $n\sin\theta_i$, and both by the common azimuth element $d\varphi$, gives

$$\cos\theta_o\,d\Omega_o=n^2\cos\theta_i\,d\Omega_i, \tag{4}$$

where $d\Omega=\sin\theta\,d\theta\,d\varphi$. Let a radiance $L_i$ arrive at the surface from inside. The power crossing an area $dA$ is the same on both sides, apart from the reflected part:

$$L_o\cos\theta_o\,d\Omega_o\,dA=(1-R)L_i\cos\theta_i\,d\Omega_i\,dA .$$

With (4) this becomes

$$L_o=\frac{(1-R)L_i}{n^2}. \tag{5}$$

For light going inwards the same argument gives a transmitted radiance $n^2(1-R)L_o$.

### 1.3 How strongly the material emits

The source strength follows from an equilibrium situation. Suppose the wafer is enclosed in a cavity at its own temperature, so that the radiance $B$ falls on each face from outside. In equilibrium the radiance inside, $L_i$, is uniform along a ray. The radiance leaving a face towards the interior is the transmitted outside light plus the reflected inside light:

$$L_i=n^2(1-R)B+RL_i .$$

Moving $RL_i$ to the left gives $(1-R)L_i=n^2(1-R)B$, and therefore $L_i=n^2B$.

Along a path element $ds$ the ray loses $\alpha L_i\,ds$ by absorption and gains $j\,ds$ by emission. Since the radiance does not change along the path, the two are equal:

$$j=\alpha n^2B(T). \tag{6}$$

The emission coefficient $j$ is a property of the material at its local temperature. It keeps this value when the cavity is removed, provided that the electrons and the lattice remain in thermal equilibrium at $T$. Strong optical pumping, which would separate the electron and hole populations, lies outside the model.

### 1.4 One pass

Consider rays travelling towards the front face, and let $z$ be the depth below it. A layer $dz$ contributes the path element $dz/\cos\theta_i$, and its light is weakened by $\exp(-\alpha z/\cos\theta_i)$ on the way. The radiance emitted by the whole thickness and arriving at the front without any reflection is

$$\int_0^d \alpha n^2B\,e^{-\alpha z/\cos\theta_i}\frac{dz}{\cos\theta_i}
=n^2B\left[-e^{-\alpha z/\cos\theta_i}\right]_0^d=n^2B(1-t). \tag{7}$$

Uniform temperature is used here, since $B$ was taken out of the integral. By symmetry the rays going to the back face deliver the same amount there.

### 1.5 Adding the reflections

It costs little to let the faces differ at first, with reflectances $R_f$ at the front and $R_b$ at the back, both without absorption in the surface itself. Let $U$ be the total radiance arriving at the front from inside and $D$ the total arriving at the back, both in units of $n^2B$. Adding powers assumes that the interference terms average out; Section 1.7 shows when they do. Light arriving at the front was either emitted during the last pass or reflected at the back and then transmitted through the wafer. The same holds for the back, so

$$U=(1-t)+R_b t\,D,\qquad D=(1-t)+R_f t\,U. \tag{8}$$

Inserting the second equation into the first gives

$$U=(1-t)+R_bt(1-t)+R_fR_bt^2U,$$

and collecting $U$ on the left,

$$U=\frac{(1-t)(1+R_bt)}{1-R_fR_bt^2}.$$

By (5) the radiance outside is $(1-R_f)U\,n^2B/n^2$. The $n^2$ of the stronger internal emission cancels the $1/n^2$ of the refraction, and the front emissivity is

$$\varepsilon_f=\frac{(1-R_f)(1-t)(1+R_bt)}{1-R_fR_bt^2}. \tag{9}$$

For equal faces the denominator is $1-R^2t^2=(1-Rt)(1+Rt)$. The factor $1+Rt$ cancels, and (1) remains. Equation (9) is the one to use when a transparent coating changes one reflectance. An absorbing coating, such as a metal film, also emits, and it needs a source term of its own.

Result (1) can be read as a series. Since $Rt<1$,

$$\varepsilon=(1-R)(1-t)\left[1+Rt+(Rt)^2+\dots\right]. \tag{10}$$

The first term is light that reaches the front directly. The next is light that was emitted towards the back, reflected there once and carried through the wafer. Each further reflection costs a factor $R$ and each further pass a factor $t$. Terms with an even number of reflections start towards the front and those with an odd number start towards the back. With equal faces and uniform temperature both starting directions carry the same power, which is why one geometric series with ratio $Rt$ is enough.

### 1.6 The same result from absorption

An independent derivation follows a ray that arrives from outside with unit power. A part $R$ is reflected at once and $1-R$ enters. After one pass the power $(1-R)t$ reaches the back and the part $(1-R)^2t$ leaves. Each later exit at the back needs two more reflections and two more passes, a factor $R^2t^2$. The transmittance of the wafer is therefore

$$\tau=(1-R)^2t\sum_{m=0}^{\infty}(R^2t^2)^m=\frac{(1-R)^2t}{1-R^2t^2}. \tag{11}$$

The first light to return through the front has entered, crossed, been reflected at the back, crossed again and left, with power $(1-R)^2Rt^2$. The same ratio applies afterwards, so the reflectance of the wafer is

$$\rho=R+\frac{R(1-R)^2t^2}{1-R^2t^2}=R(1+t\tau). \tag{12}$$

Now put the wafer back into the cavity at its own temperature. The radiance leaving the front in a given direction must be $B$. It consists of emission $\varepsilon B$, light $\rho B$ reflected from the mirror direction and light $\tau B$ transmitted from behind. Hence $\varepsilon=1-\rho-\tau$. Factoring the two fractions together,

$$\varepsilon=(1-R)\left[1-\frac{(1-R)t(1+Rt)}{(1-Rt)(1+Rt)}\right]
=(1-R)\,\frac{1-Rt-t+Rt}{1-Rt},$$

which is (1) again. This derivation did not use the source strength (6), so the agreement also confirms the cancellation of $n^2$.

### 1.7 When powers may be added

Light waves add by amplitude, and a smooth slab shows interference fringes. The coherent result gives both the condition for (1) and the size of the fringes.

Let $r_0$ be the amplitude reflection coefficient from outside, with $r_0^2=R$. It is taken as real, which is accurate for weak absorption in a slab many wavelengths thick. From inside it is $-r_0$, and the product of the two transmission coefficients is $1-r_0^2$. A round trip multiplies the amplitude by $p=t\,e^{i\phi}$, with phase

$$\phi=\frac{4\pi nd\cos\theta_i}{\lambda}. \tag{13}$$

The modulus of $p$ is $t$ because two passes reduce the power by $t^2$ and the amplitude by its square root. The reflected amplitude is

$$r=r_0-\frac{r_0(1-r_0^2)p}{1-r_0^2p}=\frac{r_0(1-p)}{1-Rp},$$

and the transmitted power is $(1-R)^2t/|1-Rp|^2$. Here $|1-p|^2=1+t^2-2t\cos\phi$ and $|1-Rp|^2=1+R^2t^2-2Rt\cos\phi$. The absorbed fraction, which equals the coherent emissivity, is

$$\varepsilon_c(\phi)=\frac{1+R^2t^2-2Rt\cos\phi-R(1+t^2-2t\cos\phi)-(1-R)^2t}{|1-Rp|^2}.$$

The cosines in the numerator cancel. What is left is $(1-R)-Rt^2(1-R)-(1-R)^2t$, or $(1-R)\left[1-t+Rt-Rt^2\right]=(1-R)(1-t)(1+Rt)$. Thus

$$\varepsilon_c(\phi)=\frac{(1-R)(1-t)(1+Rt)}{1+R^2t^2-2Rt\cos\phi}. \tag{14}$$

To average over $\phi$, write $1/(1-Rte^{i\phi})=\sum_m (Rt)^me^{im\phi}$. In the squared modulus, products of different orders average to zero over a full period, and the sum $\sum_m(Rt)^{2m}=1/(1-R^2t^2)$ remains. The average of (14) is therefore (1). Incoherence here means that the measurement covers many periods of $\phi$, or a whole number of them, while $R$ and $t$ hardly change. It does not require the wafer to destroy the coherence of the light.

### 1.8 Limits and sensitivity

For an opaque wafer $t\to0$ and $\varepsilon\to1-R$. For a wafer with small $x$, the expansions $1-t=x-x^2/2+\dots$ and $1-Rt=(1-R)+Rx+\dots$ give

$$\varepsilon=x\left(1-\frac{x}{2}\right)\left(1-\frac{Rx}{1-R}\right)+O(x^3)
=x\left[1-\frac{(1+R)x}{2(1-R)}\right]+O(x^3). \tag{15}$$

The leading term does not contain $R$. When absorption is weak, light reflected at a face is not lost; it returns until it escapes, and of the light emitted into directions that can refract out, half leaves through each face. These directions form only a narrow cone inside. For $n=3.5$ each face receives about 2 % of the power emitted into all directions; the rest is trapped by total internal reflection between the smooth faces and is reabsorbed. For $R=0.3086$ and $x=0.010$, a direct sum over emitting slices and their reflections gives 0.009906, and (15) gives 0.009905. The limit concerns small absorption. It does not extend to very thin films. For a film a few wavelengths thick or thinner, even (14) is only approximate, because it neglects the small phase of $r_0$ caused by absorption. For $n=3.5$ at 2.5 µm the resulting relative error reaches about 2 % near a thickness of 2.5 µm, and it is much larger for films far thinner than the wavelength. Such films need a thin-film calculation with the complex index.

The sensitivity to absorption follows from the quotient rule,

$$\frac{d\varepsilon}{dt}=(1-R)\frac{-(1-Rt)+R(1-t)}{(1-Rt)^2}=-\frac{(1-R)^2}{(1-Rt)^2},$$

and from $dt/dx=-t$:

$$\frac{d\varepsilon}{dx}=\frac{t(1-R)^2}{(1-Rt)^2}. \tag{16}$$

The slope is positive and falls as $x$ grows, since both $t$ and $1/(1-Rt)$ fall. The emissivity thus rises steadily from zero to $1-R$, with the steepest rise at small $x$.

## 2. Pyrometer readings and the limits of the model

From the first half, $R$ is the single-surface reflectance, $t=e^{-x}$ the one-pass transmittance and $x=\alpha d/\cos\theta_i$ the absorption depth of one pass. The wafer's own emission, transmittance and reflectance are

$$\varepsilon=\frac{(1-R)(1-t)}{1-Rt},\qquad \tau=\frac{(1-R)^2t}{1-R^2t^2},\qquad \rho=R(1+t\tau),$$

and they add up to one. They hold for each polarization separately, for smooth parallel faces, uniform temperature and averaged fringes. The blackbody radiance at the pyrometer wavelength is $B(T)$.

### 2.1 From signal to reading

Let the radiance entering the pyrometer be $S\,B(T)$, where $T$ is the true wafer temperature. An instrument with emissivity setting $\varepsilon_{\rm set}$ reports the temperature $T_{\rm read}$ for which $\varepsilon_{\rm set}B(T_{\rm read})=S\,B(T)$. At a fixed wavelength Planck's law is $B(T)\propto1/(e^{a/T}-1)$ with $a=hc/\lambda k$. The common prefactor cancels, so

$$e^{a/T_{\rm read}}-1=\frac{\varepsilon_{\rm set}}{S}\left(e^{a/T}-1\right),$$

$$T_{\rm read}=\frac{a}{\ln\left[1+\dfrac{\varepsilon_{\rm set}}{S}\left(e^{a/T}-1\right)\right]}. \tag{17}$$

For small errors, differentiate the first line at $S=\varepsilon_{\rm set}$, where $T_{\rm read}=T$. The left side changes by $-(a/T^2)e^{a/T}\delta T$ and the right side by $-(\delta S/S)(e^{a/T}-1)$. Hence

$$\delta T=\frac{T^2}{a}\left(1-e^{-a/T}\right)\frac{\delta S}{S}. \tag{18}$$

The emissivity of a partly transparent wafer is now given by (1), and (17) and (18) turn the signal into a pyrometer reading and its error. What remains is to apply these results to a wafer at 800 K and to examine susceptor light, uncertain absorption, a rough back face, fringes, viewing angle and smaller corrections.
